Jahn-Teller activity of Kramers doublets and fourfold spin-orbit levels

**The argument under review**

The author considers an octahedral complex with one hole in its t2g shell and reasons as follows. Without spin-orbit coupling the ground level is orbitally degenerate, so the octahedron distorts. Spin-orbit coupling reduces the degeneracy from six to two, but two is still a degeneracy. The Jahn-Teller theorem applies to every degenerate electronic state of a nonlinear molecule; hence the complex must distort however strong the spin-orbit coupling is, just as a complex with one t2g electron must.

The third sentence of this chain needs examination. A degenerate level is unstable at first order towards a lower symmetry only if some displacement of the nuclei can split it. Whether one can is a question about matrix elements, and counting states does not answer it.

**What a displacement can do to a doublet**

Let the nuclei be clamped and let no magnetic field act. For a small displacement along a real coordinate Q,

H(Q) = H(0) + Q W,  W = ∂H/∂Q at Q = 0.

First-order splittings are the differences between the eigenvalues of W within the level. Besides being Hermitian, W commutes with time reversal Θ. In the Dirac-Coulomb Hamiltonian this is immediate: Θ reverses both α and p, so it preserves cα·p, and W is the derivative of the nuclear potential, a real function times the unit matrix in spinor space.

Θ is antiunitary, which means ⟨a|b⟩ = ⟨Θb|Θa⟩. For an odd number of electrons Θ² = −1. Put a = Θφ and b = Wφ:

⟨Θφ|Wφ⟩ = ⟨ΘWφ|Θ²φ⟩ = −⟨WΘφ|φ⟩ = −⟨Θφ|Wφ⟩.

The second equality uses ΘW = WΘ and Θ² = −1, the third the Hermiticity of W. A number equal to its own negative is zero. With W replaced by the unit operator, the same line shows that φ and Θφ are orthogonal. The diagonal elements are

⟨Θφ|W|Θφ⟩ = ⟨Θφ|ΘWφ⟩ = ⟨Wφ|φ⟩ = ⟨φ|W|φ⟩.

So W is a number f times the unit matrix on the pair: it can shift the doublet but not split it. This is not limited to small Q, because H(Q) commutes with Θ at every geometry and each of its levels therefore contains φ and Θφ together.

The shift is restricted too. A symmetry operation g turns W for the displacement Q into W for gQ, and a multiple of the unit matrix is unchanged by a unitary transformation. Hence f(gQ) = f(Q). As f is linear in the displacement, averaging over the group leaves only its totally symmetric part. A doublet can make the octahedron breathe, but it exerts no first-order force that lowers the symmetry.

**The selection rule the argument needs**

For a level of any dimension n that Θ maps onto itself, define

B(a,b) = ⟨Θa|W b⟩.

This is linear in both arguments, since Θ and the bra each contribute one complex conjugation. By the manipulation used above,

B(b,a) = ⟨Θb|Wa⟩ = ⟨ΘWa|Θ²b⟩ = −⟨WΘa|b⟩ = −B(a,b).

Time-even operators thus correspond to antisymmetric forms. For Θ² = +1 the minus sign is absent and the forms are symmetric. Conversely, every antisymmetric form comes from a complex combination of time-even Hermitian operators, so their number is n(n − 1)/2: one for a doublet, six for a quartet.

Let D(g) represent a symmetry operation in the level. Since D commutes with Θ, W → DWD† changes B(a,b) into B(D†a,D†b). If D has eigenvalues λᵢ, the trace on antisymmetric forms is the sum of products over different pairs,

Σ(i<j) λᵢλⱼ = ½[(Σλᵢ)² − Σλᵢ²] = ½[χ(g)² − χ(g²)].

Using D† in place of D only conjugates this number, which is real because Θ pairs each eigenvalue with its conjugate. This is the character of the antisymmetric square.

For a doublet there is one product, λ₁λ₂ = det D. Write Dφ = aφ + bΘφ. Commutation with Θ fixes the other column:

DΘφ = ΘDφ = a*Θφ + b*Θ²φ = −b*φ + a*Θφ.

Therefore det D = |a|² + |b|² = 1, by unitarity, for every g. The antisymmetric square is totally symmetric. The proof does not ask whether the doublet is one two-dimensional irrep or two conjugate one-dimensional irreps joined by time reversal.

The author's conclusion does hold for an ordinary cubic E level with Θ² = +1. There the symmetric square is the right one, and it equals A1 + E, so an e mode may split the level.

**Why the fourfold level is different**

The level Γ8 of the cubic and icosahedral double groups transforms like an angular momentum 3/2. Under a rotation by θ its eigenvalues are exp(−imθ), with m = 3/2, 1/2, −1/2, −3/2. Products over different pairs add the m values:

2, 1, 0, 0, −1, −2.

These are the components of J = 2 together with one J = 0. The J = 2 part is the set of five quadrupole operators, which reduces to E + T2 in the cubic group and to H in the icosahedral group:

{Γ8²} = A1 + E + T2 (cubic),  {Γ8²} = A + H (icosahedral).

An allowed operator is of no use unless the molecule has a vibration of the same symmetry. It always has one here. Take the centre of mass as origin and displace each nucleus by

δrᵢ = ε rᵢ,

where ε is a symmetric traceless 3×3 matrix. The nuclei of such a molecule span three dimensions, so δrᵢ cannot vanish for all of them when ε ≠ 0. There is no net translation, since Σ mᵢεrᵢ = ε Σ mᵢrᵢ = 0. There is no net rotation either: in these groups Σ mᵢrᵢrᵢᵀ is a multiple of the unit matrix, so Σ mᵢ rᵢ × εrᵢ contains only the antisymmetric part of ε, which is zero. The pattern is a vibration, and it too transforms as J = 2. Its symmetries, E + T2 or H, are those of the operators that can split Γ8.

Symmetry permits this linear coupling; its strength is a property of the molecule and may be small.

**A four-component check**

Put one electron in the field of a central charge Z = 20 surrounded by six unit positive charges at distance R along the axes. Among the p levels, 2p1/2 is a doublet and 2p3/2 is a Γ8 quartet. (In this point-charge model the doublet 2s1/2 is almost degenerate with 2p1/2. An odd displacement mixes the two doublets and pushes them apart linearly, but the even displacement used next cannot couple them.) Move the two axial charges outward by 2u and the four equatorial ones inward by u.

Inside the octahedron each outer charge contributes −r²P₂(cos γ)/Rᵢ³ to the quadrupole potential, γ being the angle between r and the direction of that charge. The axial pair gives 2P₂(cos θ). For the equatorial four, Σcos²γ = 2 sin²θ, so

ΣP₂ = ½(6 sin²θ − 4) = 1 − 3cos²θ = −2P₂(cos θ).

The total is

−2r²P₂ [(R + 2u)⁻³ − (R − u)⁻³] ≈ −2r²P₂ (−6u − 3u)/R⁴ = 18u r²P₂/R⁴.

In 2p3/2 the states m = ±3/2 have the angular density of Y₁₁, for which ⟨cos²θ⟩ = 1/5 and ⟨P₂⟩ = ½(3/5 − 1) = −1/5. The mean of P₂ over the quartet is zero, so m = ±1/2 has +1/5. The small components have the same angular density for given j and m. Hence

splitting = (2/5)(18u⟨r²⟩/R⁴) = (36/5) u⟨r²⟩/R⁴.

To find ⟨r²⟩, insert G = r^γ e^(−λr) and F = ηG into the radial Dirac equations for κ = −2 (here γ and λ are constants of the radial function, and E includes the rest energy):

G′ = 2G/r + (E + c² + Z/r)F/c,
F′ = −2F/r − (E − c² + Z/r)G/c.

The 1/r terms give γ − 2 = Zη/c and η(γ + 2) = −Z/c, so γ² = 4 − Z²/c² and η² = (2 − γ)/(2 + γ). The constant terms give λ = −η(E + c²)/c and λη = (E − c²)/c. Dividing them yields η² = (c² − E)/(c² + E), hence E + c² = 2c²/(1 + η²) = c²(2 + γ)/2. Then λ = −ηc(2 + γ)/2 = Z/2. Both radial densities are proportional to r^(2γ) e^(−Zr), and

⟨r²⟩ = (2γ + 1)(2γ + 2)/Z² = 0.07471 bohr².

For R = 1.00 Å the formula predicts a splitting of 2.169 eV per Å of u. Diagonalizing the Dirac matrix in a finite basis gives 2.170 eV/Å, a difference of about 0.05% relative to the formula (0.03% in a larger basis with more p and added f functions, and less at smaller u). At u = 0.005 Å the quartet is split by about 2.17 × 0.005 = 0.011 eV, small beside the 7.343 eV between 2p1/2 and 2p3/2.

The mean energy of 2p1/2 has a residual slope of 0.0044 eV/Å. This slope is computed as [E(u) − E(−u)]/(2u), in which all even powers of u cancel, including the quadratic term. Most of what remains is a finite-step effect. The potential at the centre is −2/(R + 2u) − 4/(R − u), whose linear terms cancel and whose cubic term is 12u³/R⁴. Divided by u and compared with the quartet slope, this is 2.169 × 12u²/(7.2⟨r²⟩) = 0.0043 eV/Å, with u = 0.00945 bohr. It vanishes as u → 0 and shifts both members of the doublet together.

For a random displacement of all six charges, without symmetry, the quartet separates into two pairs, 0.0367 eV apart in this basis. The basis has only p functions on the central charge and so leaves out the mixing with 2s that such a displacement allows. With s and d functions added the number becomes 0.038 eV, and the nearly degenerate doublets 2s1/2 and 2p1/2 move 0.19 eV apart. The number illustrates the pairing and is not a converged splitting. In all the distorted geometries calculated, the splitting within a pair is at most 1×10⁻⁹ eV, which is rounding error.

**The t2g shell: one electron and one hole**

The author's own case can now be worked out in a model that keeps the t2g orbitals, spin-orbit coupling ζ > 0, and one e mode (Qθ, Qε) with force constant K and linear coupling V. It omits t2 modes, eg orbitals and nuclear motion.

Within t2g the orbital angular momentum is L = −l, where l acts as on a p shell. For instance, L_z turns yz into −i zx, whereas l_z turns x into +i y. Thus ζL·s = −ζl·s. Since l·s is 1/2 for j = 3/2 and −1 for j = 1/2, the levels are

Γ8: −ζ/2 (four states),  Γ7: +ζ (two states).

With Qθ = ρ cos φ, Qε = ρ sin φ and d = Vρ, the mode shifts the orbitals xy, yz and zx by

−d cos φ,  −d cos(φ − 2π/3),  −d cos(φ + 2π/3).

Their sum is 0, the sum of their pair products is −¾d², and their product is −¼d³cos 3φ. Spin-orbit coupling connects yz↓, zx↓ and xy↑ only with each other; the time-reversed set has the same energies. In that order its elements are M₁₂ = −iζ/2, M₂₃ = iζ/2 and M₃₁ = ζ/2, with product ζ³/8. The determinant of the 3×3 matrix is therefore −¼d³cos 3φ + 2(ζ³/8) − (ζ²/4)·0, and the secular equation is

λ³ − ¾(ζ² + d²)λ − ¼(ζ³ − d³cos 3φ) = 0.

Near Γ7 set λ = ζ + δ. To leading order (9/4)ζ²δ − ¾ζd² = 0, so δ = d²/(3ζ): there is no linear term. Near Γ8 set λ = −ζ/2 + δ. The term linear in δ cancels, leaving −(3/2)ζδ² + (3/8)ζd² = 0, so δ = ±d/2. The quartet splits linearly, by d.

On the tetragonal axis let t = VQθ, with its sign. One root is (t − ζ)/2. The other two have sum (ζ − t)/2 and product −½(ζ² + ζt + t²), so

λ± = (ζ − t)/4 ± ¾√(ζ² + ⅔ζt + t²).

Take V = 1 eV/Å and K = 5 eV/Å², so that E_JT = V²/(2K) = 0.100 eV, and first ζ = 0.40 eV.

*One electron.* The lowest level is Γ8. If Γ7 is ignored, the energy relative to the undistorted octahedron is ½Kρ² − ½Vρ. Its minimum lies at ρ = V/(2K) = 0.100 Å with a gain of V²/(8K) = 0.025 eV, for any φ. Mixing with Γ7 removes this freedom. At the lowest root the cubic is rising, so the root falls when the constant ¼(ζ³ − d³cos 3φ) falls; the minima are at cos 3φ = 1. Minimizing ½KQθ² + λ₋ gives ρ = 0.1375 Å and a gain of 0.0353 eV. There the two lowest doublets are 0.151 eV apart. On the clamped-nuclei surface this octahedron distorts, as the author says. The gain is comparable to the vibrational quantum, 0.036 eV for this K and an effective mass of 16 u, so with nuclear motion the effect is dynamic: the complex moves among the equivalent minima rather than sitting in one.

*One hole.* The six orbital energies sum to zero, so five electrons have the energy −λmax, and the state is a Γ7 doublet:

U(Q) = ½Kρ² − λmax ≈ −ζ + ½[K − 2V²/(3ζ)]ρ².

The curvature is 5 − 2/(3 × 0.40) = 3.33 eV/Å², positive. A positive curvature does not exclude a deeper minimum elsewhere, so the largest root must be bounded. It rises with the constant in the cubic and is therefore largest, at given ρ, for cos 3φ = −1, that is t = −d. Write s = ⅔(t/ζ) + (t/ζ)². Then 1 + s > 0 and √(1 + s) ≤ 1 + s/2, because the squares differ by s²/4. Hence

λmax ≤ (ζ − t)/4 + ¾ζ(1 + s/2) = ζ + 3t²/(8ζ),

U(Q) − U(0) ≥ ½ρ²[K − 3V²/(4ζ)].

The octahedron is the global minimum if ζ ≥ 3V²/(4K) = (3/2)E_JT = 0.150 eV. The condition is also necessary: equality holds at t = −2ζ/3, and there a smaller ζ makes the difference negative. At ζ = 0.40 eV the complex stays regular within this model, and the author's conclusion fails.

**Where the author's distortion survives**

Immunity from first-order splitting does not make the doublet rigid. At ζ = 0.10 eV the hole complex distorts by 0.175 Å and gains 0.0198 eV, while its ground doublet remains degenerate to rounding error. The cause is the mixing of Γ7 with Γ8 by the displacement, the pseudo-Jahn-Teller effect, which must overcome the elastic energy and so has a threshold. The regular octahedron becomes locally unstable only below ζ = 2V²/(3K) = (4/3)E_JT = 0.133 eV. Between 0.133 and 0.150 eV it is a local minimum above the distorted one, so the lowest geometry changes by a jump. At the upper threshold the jump is ρ = 2ζ/(3V) = 0.100 Å. This jump belongs to the clamped-nuclei surface. With nuclear motion and an effective mass of 16 u, the root-mean-square ρ of the ground level varies smoothly, from 0.126 through 0.122 to 0.118 Å for ζ = 0.14, 0.15 and 0.16 eV, against a zero-point value of 0.085 Å.

As ζ → 0 the largest root tends to d on the favoured path. The distortion then approaches V/K = 0.2 Å and the gain approaches E_JT = 0.1 eV. This is the spin-free limit from which the author started. There the sixfold level is Jahn-Teller active, and the distortion leaves a Kramers doublet that no further displacement can split.

A magnetic field lies outside the proof, because H(0) then no longer commutes with Θ and the doublet may split. In zero field, a distortion found in a complex with a doublet ground level needs another cause, such as coupling with other levels or the influence of its surroundings. The degeneracy of the doublet does not supply the force. The numerical output below gives the results of the p-basis diagonalizations and the clamped-nuclei minimizations quoted in this comment.

Computed results

```
Antisymmetric squares, octahedral double group:
  G6: A1
  G7: A1
  G8: A1+E+T2
Antisymmetric squares, icosahedral double group:
  G8: A+H
  G9: A+G+2H
Symmetric square of E (even electron number): A1+E
Traceless strain, cubic / icosahedral: E+T2 / H
Even-parity vibrations of ML6: A1+E+T2
Time-even operators in doublet / quartet: 1 / 6
Dirac test, one electron in an octahedron of unit charges
  central charge 20, distance R = 1.00 angstrom, u = 0.005 angstrom
  2p1/2 to 2p3/2 gap at u = 0: 7.343 eV
  <r^2> of 2p3/2: 0.07471 bohr^2
  2p3/2 splitting per u, computed: 2.1700 eV/angstrom
  2p3/2 splitting per u, formula:  2.1689 eV/angstrom
  2p1/2 mean-energy slope: 0.0044 eV/angstrom
  random low-symmetry shifts: quartet gap 0.0367 eV
  largest splitting inside any Kramers pair: 9.6e-10 eV
t2g model
  V = 1.0 eV/angstrom, K = 5.0 eV/angstrom^2, E_JT = 0.100 eV
  zeta strong = 0.40 eV, zeta weak = 0.10 eV
  levels at Q = 0, strong: G8 -0.200 eV, G7 0.400 eV
One electron, strong (G8 lowest)
  distortion |Q| = 0.1375 angstrom, gain = 0.03533 eV
  G8-only estimate: |Q| = 0.1000 angstrom, gain = 0.02500 eV
  gap between the two lowest doublets there: 0.1513 eV
One hole, strong (G7 lowest)
  distortion |Q| = 0.0000 angstrom, gain = 0.00000 eV
  curvature computed 3.3333, formula 3.3333 eV/angstrom^2
One hole, weak (pseudo-Jahn-Teller)
  distortion |Q| = 0.1748 angstrom, gain = 0.01982 eV
  splitting of the hole doublet there: 1.9e-16 eV
  zeta below which distorted minimum is lowest: 0.1500 eV
  zeta below which Q = 0 is locally unstable: 0.1333 eV
```
